# Conserved Charge Offset and Stability of an Inductor–Capacitor–Memristor Loop, part 1

(Sections cited here and not found follow in the second part.)

## 1. Reduction to a Liénard equation and linear stability

### What symmetry fixes in advance

Consider a closed series loop of a linear inductor $L>0$, a linear capacitor $C>0$ and a charge-controlled memristor. The memristor has voltage $v_m=M(q_m)i$, where $i$ is the current and $q_m$ is the charge that has passed through it, counted from a chosen reference state. The function $M$, the memristance, has the unit of a resistance.

Suppose that the loop is at rest with memristor charge $q_0$. Three arguments restrict any criterion for the stability of this state.

The first is relabelling. The reference state for $q_m$ is a convention. If every memristor charge is renamed $\tilde q=q_m+s$, with $s$ constant, the same device is described by $\tilde M(\tilde q)=M(\tilde q-s)$. The rest charge becomes $\tilde q_0=q_0+s$, and

$$
\tilde M(\tilde q_0)=M(q_0+s-s)=M(q_0). \tag{1}
$$

The number $q_0$ depends on the convention, but $M(q_0)$ does not. A criterion such as "$q_0$ is positive" therefore cannot be right.

The second is dimensional. Close to rest the current is small, and a small change of $M$ multiplied by a small current is smaller than first order. The first-order motion thus contains the three quantities $L$, $C$ and $M_0=M(q_0)$. They define

$$
\omega_0=\frac{1}{\sqrt{LC}},\qquad Z=\sqrt{\frac{L}{C}},\qquad \mu=\frac{M_0}{Z}. \tag{2}
$$

Here $\omega_0$ is a rate, $Z$ is a resistance and $\mu$ has no unit. Every exponential rate $\lambda$ of the small motion must have the form $\lambda=\omega_0\Lambda(\mu)$.

The third is time reversal. Running a motion backwards reverses the current but not the charge or the rate of change of the current. The resistive voltage changes sign relative to the other two voltages, as if $M$ had been replaced by $-M$. A growing motion becomes a decaying one. The rates for $-\mu$ are therefore the negatives of the rates for $\mu$, and their sum is an odd function of $\mu$:

$$
\lambda_1+\lambda_2=\omega_0 S(\mu),\qquad S(-\mu)=-S(\mu). \tag{3}
$$

Hence $S(0)=0$: at $M_0=0$ there is no net linear damping. Symmetry leaves the function $S$ and the sign of the damping to be found from the circuit equations.

### Circuit equations and the conserved offset

Let $x$ be the charge on the capacitor plate that the positive current enters. The capacitor voltage is then $x/C$ and $\dot x=i$, where a dot means a time derivative. The inductor voltage is $L\,\dot i$. All three voltages are measured in the direction of the current, and no source is present, so Kirchhoff's voltage law reads

$$
L\,\dot i+M(q_m)i+\frac{x}{C}=0. \tag{4}
$$

The elements are in series, so one current passes through all of them:

$$
\dot x=i,\qquad \dot q_m=i. \tag{5}
$$

Subtracting the first of these from the second gives

$$
\frac{d}{dt}(q_m-x)=i-i=0,\qquad q_m-x=q_0. \tag{6}
$$

The constant $q_0$ is the charge offset. It is the memristor charge at any instant when the capacitor is uncharged, and it is set by the way the loop was prepared. The inductor and capacitor exchange energy during the motion, but they do not change this number.

Conservation rests on both equalities in (5). If a resistor $R_p$ bridges the capacitor, part of the loop current bypasses its plates and $\dot x=i-x/(R_pC)$. The offset then obeys $d(q_m-x)/dt=x/(R_pC)$ and drifts whenever the capacitor is charged. By (4), $x/C=-d[Li+\varphi(q_m)]/dt$ with $\varphi(q)=\int_0^q M(s)\,ds$, so the combination $q_m-x+[Li+\varphi(q_m)]/R_p$ is still conserved, and in a motion that dies out the offset shifts by a finite amount only. If $q_m$ stands for the internal state that sets the memristance, a memristor that forgets its state breaks the second equality, a case treated with the numerical example in Section 2.

Now substitute $q_m=x+q_0$, $i=\dot x$ and $\dot i=\ddot x$ in (4):

$$
L\ddot x+M(x+q_0)\dot x+\frac{x}{C}=0. \tag{7}
$$

Division by $L$ gives

$$
\ddot x+f(x)\dot x+g(x)=0,\qquad f(x)=\frac{M(x+q_0)}{L},\qquad g(x)=\frac{x}{LC}. \tag{8}
$$

This is a Liénard equation: the damping coefficient $f$ and the restoring term $g$ depend on position alone. Three first-order equations have become one second-order equation with a parameter. The parameter $q_0$ does not occur in $g$. The restoring voltage comes from the capacitor, while the offset selects the part of the memristance curve that supplies the damping.

The absence of a source matters for the location of that part. With a constant voltage $E$ in the loop, the right side of (7) becomes $E$, and rest requires $x=CE$. The memristor charge at rest is then $q_0+CE$, so the memristance to examine is $M(q_0+CE)$. From here on $E=0$.

### The Liénard plane

It is enough to assume that $M$ is continuous. Since (7) contains $M$ itself, one may ask whether its solutions are unique when $M$ is continuous but infinitely steep at a point, as $\sqrt{|q|}$ is at $q=0$. A change of variable settles this. Define

$$
F(x)=\int_0^x M(s+q_0)\,ds,\qquad y=L\dot x+F(x). \tag{9}
$$

The integral has a physical meaning. Since $v_m\,dt=M\,dq_m$, it is the time integral of the memristor voltage accumulated while the capacitor charge goes from $0$ to $x$. Thus $y$ adds the flux linkage $Li$ of the inductor to the corresponding flux of the memristor. The fundamental theorem of calculus gives $F'(x)=M(x+q_0)$, and hence

$$
\dot y=L\ddot x+M(x+q_0)\dot x=-\frac{x}{C}, \tag{10}
$$

where the last step uses (7). Solving (9) for $\dot x$ completes the system:

$$
\dot x=\frac{y-F(x)}{L},\qquad \dot y=-\frac{x}{C}. \tag{11}
$$

The memristance now enters through its integral. Since $M$ is continuous, $F$ has a continuous derivative, and so do the right sides of (11). The standard existence and uniqueness theorem then gives one solution through each starting point, for as long as the solution remains bounded. The step can also be reversed. In a solution of (11), $\dot x$ is differentiable, and differentiating $L\dot x=y-F(x)$ gives $L\ddot x=-x/C-M(x+q_0)\dot x$, which is (7). The two descriptions are equivalent.

### Equilibria and small motions

At rest $\dot x=0$ and $\ddot x=0$, so (7) requires $x=0$. For a given offset there is one equilibrium,

$$
x=0,\qquad i=0,\qquad q_m=q_0. \tag{12}
$$

In the space of the three variables $(x,i,q_m)$, the value of $q_0$ is free and the equilibria form a line. Each plane $q_m-x=q_0$ cuts this line once, and motion stays in its plane.

Write $q_m=q_0+u$ and keep first-order terms in $x$, $i$ and $u$. Continuity gives $M(q_0+u)i=M_0i+[M(q_0+u)-M_0]i$, where the bracket tends to zero with $u$. The second term is therefore smaller than first order, and no derivative of $M$ is needed. Equations (4) and (5) become

$$
\frac{d}{dt}\begin{pmatrix}x\\ i\\ u\end{pmatrix}=
\begin{pmatrix}0&1&0\\-1/(LC)&-M_0/L&0\\0&1&0\end{pmatrix}
\begin{pmatrix}x\\ i\\ u\end{pmatrix}. \tag{13}
$$

After $\lambda$ is subtracted from each diagonal element, the third column has one nonzero entry, $-\lambda$. Expanding the determinant along that column gives

$$
-\lambda\left[(-\lambda)\left(-\frac{M_0}{L}-\lambda\right)+\frac{1}{LC}\right]
=-\lambda\left[\lambda^2+\frac{M_0}{L}\lambda+\frac1{LC}\right]=0. \tag{14}
$$

The root $\lambda=0$ has the eigenvector $(0,0,1)$. It describes a displacement along the line of equilibria, which neither grows nor decays. The other two rates are

$$
\lambda_\pm=-\gamma\pm\sqrt{\gamma^2-\omega_0^2},\qquad \gamma=\frac{M_0}{2L}. \tag{15}
$$

Their sum is $-M_0/L=-\omega_0\mu$, because $\omega_0/Z=1/L$. The odd function in (3) is therefore $S(\mu)=-\mu$.

If $|\gamma|<\omega_0$, or equivalently $|M_0|<2Z$, the roots are complex with real part $-\gamma$. If $|\gamma|\ge\omega_0$, they are real. Their product $1/(LC)$ is positive, so they have the same sign, and their sum shows that this sign is opposite to that of $M_0$. In both ranges

$$
\operatorname{Re}\lambda_\pm<0\quad\text{if and only if}\quad M(q_0)>0. \tag{16}
$$

A larger positive $M_0$ does not always bring faster settling. For $M_0\gg2Z$, the expansion $\sqrt{1-\omega_0^2/\gamma^2}\approx1-\omega_0^2/(2\gamma^2)$ gives

$$
\lambda_+\approx-\frac{\omega_0^2}{2\gamma}=-\frac{1}{M_0C},\qquad
\lambda_-\approx-2\gamma=-\frac{M_0}{L}. \tag{17}
$$

The current first relaxes quickly in the time $L/M_0$. The capacitor then discharges through the memristor in the much longer time $M_0C$. The state remains stable, but its return slows as $M_0$ grows.

For an oscillating decay, the small motion is

$$
x(t)=e^{-\gamma t}\left(B_1\cos\omega_d t+B_2\sin\omega_d t\right),\qquad
\omega_d=\sqrt{\omega_0^2-\gamma^2}, \tag{18}
$$

with $B_1$ and $B_2$ fixed by the initial charge and current.

### A memristance that changes sign

An illustration needs a device whose memristance can have either sign. Take

$$
M(q)=-a+bq^2,\qquad q_c=\sqrt{a/b}, \tag{19}
$$

with $a=100\ \Omega$ and $b=0.0100\ \Omega/\mathrm{nC}^2$, so that $q_c=100$ nC. Where $M<0$, the device delivers the power $-Mi^2>0$ to the loop. It must therefore have its own supply, as an operational-amplifier emulator does. The loop is source-free in the sense that no independent voltage appears in (4).

With $L=10$ mH and $C=100$ nF, (2) gives $Z=316$ Ω and $\omega_0=3.16\times10^4\ \mathrm{s^{-1}}$, or a frequency of 5.03 kHz. For $q_0=150$ nC,

$$
M_0=-100+0.0100\times150^2=125\ \Omega,\qquad
\gamma=\frac{125\ \Omega}{2\times0.010\ \mathrm H}=6250\ \mathrm{s^{-1}}. \tag{20}
$$

The damped period from (18) is

$$
\frac{2\pi}{\omega_d}=\frac{2\pi}{\sqrt{10^9-6250^2}\ \mathrm{s^{-1}}}=202.7\ \mu\mathrm s. \tag{21}
$$

Since $\gamma$ times this period is 1.27, successive maxima shrink by the factor $e^{-1.27}=0.28$. For $q_0=50$ nC the same steps give $M_0=-100+25=-75$ Ω and $\gamma=-3750\ \mathrm{s^{-1}}$, which means growth.

These rates were tested by integrating the three original equations (4) and (5) from an uncharged capacitor and a current of 0.1 μA. The spacing and heights of successive charge maxima gave decay rates of 6250.0 and $-3750.0\ \mathrm{s^{-1}}$, with periods of 202.69 and 200.10 μs.

The reduction was tested at a larger amplitude, where the memristance varies strongly during the motion. For (19), the integral in (9) is

$$
F(x)=-ax+\frac b3\left[(q_0+x)^3-q_0^3\right]=M_0x+bq_0x^2+\frac b3x^3. \tag{22}
$$

With $q_0=150$ nC and a start at $x=40$ nC, $i=0$, the plane system (11) and the original circuit were followed for 1000 μs. Their largest differences were $1.3\times10^{-8}$ nC in charge and $3.6\times10^{-10}$ mA in current.

## 2. Nonlinear stability, its basin and its loss

### Symbols and results carried over

The capacitor charge is $x$, the current is $i=\dot x$, and the memristor charge is $q_m=x+q_0$ with $q_0$ conserved. The motion obeys

$$
L\,\dot i=-M(x+q_0)i-\frac xC, \tag{23}
$$

where $M$ is continuous. The equilibrium is $x=i=0$, and $M_0=M(q_0)$. Also $\omega_0=1/\sqrt{LC}$ and $Z=\sqrt{L/C}$. The small-motion rates have negative real parts if and only if $M_0>0$. The example uses $M(q)=-a+bq^2$ with $a=100$ Ω, $b=0.0100\ \Omega/\mathrm{nC}^2$, $q_c=\sqrt{a/b}=100$ nC, $L=10$ mH and $C=100$ nF.

Linear rates do not say how large a disturbance the equilibrium survives. An energy argument gives a safe size and proves nonlinear stability without relying on the linearization.

### Energy and a region that traps the motion

The energy stored in the inductor and capacitor is

$$
W=\frac12Li^2+\frac{x^2}{2C}. \tag{24}
$$

Differentiate it and insert (23):

$$
\dot W=i(L\,\dot i)+\frac{x\dot x}{C}
=i\left(-Mi-\frac xC\right)+\frac{xi}{C}=-M(x+q_0)i^2. \tag{25}
$$

The exchange between inductor and capacitor cancels, and the power absorbed by the memristor remains.

Let $M_0>0$. Continuity provides a distance $r>0$ such that $M(x+q_0)>0$ for $|x|<r$. Start inside this strip with energy

$$
W(0)<\frac{r^2}{2C}. \tag{26}
$$

Suppose that $|x|$ reached $r$ for the first time at $t_1$. Until then $W$ could not increase, by (25), so $W(t_1)\le W(0)$. But the capacitor alone would hold $r^2/(2C)$ at $t_1$, which exceeds $W(0)$. This contradiction shows that the motion never reaches the edge. Since $x^2/(2C)\le W\le W(0)$ from then on,

$$
|x(t)|\le\rho,\qquad \rho=\sqrt{2CW(0)}<r. \tag{27}
$$

The current is bounded as well, because $Li^2/2\le W(0)$. The solution therefore exists for all later times.

For $M(q_0)>0$, small disturbances decay in the linear approximation, and any motion that starts inside the strip with energy below $r^2/(2C)$ stays trapped there. It remains to prove that the trapped motion decays exponentially, and to treat changes of the offset, negative or zero memristance, the resulting oscillation and a bench emulator.

All numerical values are calculated from the stated model.
